When refitted elemental reference energies change the stability of compounds

**Q.** I refitted the elemental reference energies in our table so that the computed formation energies agree better with the targets. Every formation energy moved, and by different amounts. In the three-element model I use for checking, AC lay below BC, −1.000 against −0.800 eV/atom, and after the refit BC lies below AC, −1.150 against −0.950 eV/atom. So the refit reorders the stability of compounds, and every energy above the hull has to be distrusted. Do you agree?

**A.** Not as stated, but we have to fix what stability means first. Take a closed system of n elements at zero temperature and pressure and a finite list of phases k, each with a vector x_k of atom fractions (non-negative, summing to 1) and a total energy per atom E_k. The list has one elemental phase per element, with energy r_i. The algebra is in hartree per atom and the numbers in eV per atom. The formation energy is

e_k = E_k − r·x_k,

which vanishes for the elements. A mixture that puts the fraction λ_k ≥ 0 of its atoms into phase k has composition x if Σ_k λ_k x_k = x, and summing this over components gives Σ_k λ_k = 1. Neglecting interfaces, its energy is Σ_k λ_k e_k. For a compound p of composition x, let H(x) be the least energy over mixtures of the other phases with that composition, and define the decomposition energy

D = e_p − H(x).

If p is allowed into the mixture with weight w < 1, the remainder has composition (x − w x)/(1 − w) = x and costs at least H(x) per atom, so the total is at least w e_p + (1 − w) H(x) ≥ min(e_p, H(x)). Both e_p and H(x) are attained, so the full hull at x is min(e_p, H(x)), and the energy above hull is max(0, D). Stability compares energies at one composition. AC and BC have different compositions, neither can turn into the other, and the order of their formation energies says nothing about either.

**Q.** Granted for that pair. But H is built from formation energies, and those all changed. Why would D stay put?

**A.** Because of how they changed. Add a·x_k to the energy of every phase, with a fixed vector a. A mixture of composition x changes by

Σ_k λ_k a·x_k = a·Σ_k λ_k x_k = a·x,

the same amount for every competitor, so H(x) changes by a·x, e_p changes by a·x, and D does not change. With a = r this says that total energies and formation energies give the same D. It also says that moving the energy zero of an atom in all phases, the element included, does nothing.

A refit is r → r + δ with the E_k of compounds untouched. Then

e_k′ = E_k − (r + δ)·x_k = e_k − δ·x_k for compounds, and e′ = 0 for elements.

The elements do not follow the linear shift, which would have put element i at −δ_i. Add δ·x_k to every phase, which is free. Compounds return to e_k and element i goes to 0 + δ_i. So

D′ = e_p − G(x; δ),

where G is the least mixture energy with all compounds at their old energies and element i at height δ_i, and G(x; 0) = H(x). I call this the lifted picture. A refit moves n points and nothing else. A positive δ_i raises element i and makes it a poorer product. A second allotrope that is not moved along with the reference behaves in this picture as a compound of pure composition.

**Q.** Then D changes only when an element is among the products. Is that the whole rule?

**A.** It is the rule while the products stay the same, so we need a test for that. Take n phases with linearly independent compositions, the set F, and solve μ·x_k = e_k for k in F. The components μ_i are the chemical potentials on the plane through those phases, measured from the old references. Suppose μ·x_k ≤ e_k for every other competing phase as well. Any mixture of composition x then costs

Σ_k λ_k e_k ≥ Σ_k λ_k μ·x_k = μ·x,

and a mixture of phases of F alone costs exactly μ·x, because there the inequalities are equalities. So if x is a mixture of F with non-negative weights, that mixture is optimal, and F is a facet of the hull. For element i the inequality reads μ_i ≤ 0.

The weights λ_k on F are fixed by the compositions alone. In the lifted picture solve for the plane again with the elements of F at heights δ_i, and say that F survives if no competing phase lies below the new plane. Then the same mixture is optimal, only its elemental parts changed energy, G(x; δ) = H(x) + Σ_i λ_i δ_i, and

ΔD = D′ − D = −Σ_i λ_i δ_i,

where λ_i is the atom fraction of elemental phase i among the products. As long as the facet survives, an element on it matters only if it was shifted and carries weight. Two polymorphs of a compound share x and hence the height of the full hull, so the difference of their energies above hull equals the difference of their formation energies. Both formation energies shift by the same −δ·x, so this difference never moves, whatever δ is. The same is not true of their D, because each polymorph is among the competitors of the other.

**Q.** And a facet made of compounds only: can it fail to survive? None of its corners moved.

**A.** It can be undercut from below. On such a facet μ is fixed by compound energies and does not change in the lifted picture, and neither do the inequalities for the other compounds. Only those for the elements change, from μ_i ≤ 0 to

μ_i ≤ δ_i.

If this holds for all i the facet survives with all λ_i = 0, and ΔD = 0. Since μ_i ≤ 0, any raising of references is harmless, however large, and a lowering of element i is harmless down to δ_i = μ_i. In the refitted formation energies the plane has potentials μ − δ, because (μ − δ)·x_k = e_k − δ·x_k, and the condition says that no element has a potential above its new reference.

Now let δ_i < μ_i for some i, with x strictly inside the facet, all λ_k > 0. The compositions of F are a basis, so pure i equals Σ_k a_k x_k with Σ_k a_k = 1, and at least one a_k is positive. Replace λ_k by λ_k − t a_k and add t of the element. The composition is unchanged, and the weights stay non-negative up to

t = min over a_k > 0 of λ_k / a_k > 0.

The energy changes by

t δ_i − t Σ_k a_k e_k = t δ_i − t μ·Σ_k a_k x_k = t (δ_i − μ_i) < 0.

This trial mixture bounds G from above, so

ΔD ≥ t (μ_i − δ_i) > 0.

Strictly inside an element-free facet, D is therefore unchanged if and only if δ_i ≥ μ_i for all i. On an edge or corner of the facet t can be zero, and the condition is then sufficient but not necessary.

**Q.** I would like to see both outcomes in my model.

**A.** The model has round parameters and describes no material. The references are −4.00, −6.00 and −5.00 eV for A, B and C. A2B2C has −27.45 eV per formula unit, so

e = (−27.45 + 2·4.00 + 2·6.00 + 5.00)/5 = −0.490 eV/atom,

and in the same way AB has −0.300, AC −1.000, its polymorph AC′ −0.970, BC −0.800, AC3 −0.460 and ABC3 −0.660 eV/atom. On the plane through AB, AC and BC the equations are (μ_A + μ_B)/2 = e_AB and its two analogues. Adding two of them and subtracting the third gives

μ_A = e_AB + e_AC − e_BC = −0.300 − 1.000 + 0.800 = −0.500 eV
μ_B = e_AB + e_BC − e_AC = −0.300 − 0.800 + 1.000 = −0.100 eV
μ_C = e_AC + e_BC − e_AB = −1.000 − 0.800 + 0.300 = −1.500 eV.

All three are negative, and AC3 and ABC3 lie far above the plane, so this is a facet. A2B2C, with x = (0.4, 0.4, 0.2), is 0.60 AB + 0.20 AC + 0.20 BC: for A, 0.60/2 + 0.20/2 = 0.4, for B the same, and for C, 0.20/2 + 0.20/2 = 0.2. Hence

D = −0.490 − (0.60·(−0.300) + 0.20·(−1.000) + 0.20·(−0.800)) = −0.490 + 0.540 = 0.050 eV/atom.

Your refit is the one labelled II, δ = (−0.30, +0.50, +0.20) eV. It satisfies −0.30 ≥ −0.500, +0.50 ≥ −0.100 and +0.20 ≥ −1.500, so nothing should happen here. With the refitted formation energies,

D′ = −0.610 − (0.60·(−0.400) + 0.20·(−0.950) + 0.20·(−1.150)) = −0.610 + 0.660 = 0.050 eV/atom,

or 0.001837 hartree/atom. AB, AC and BC, as corners of a surviving facet, remain on the hull. The swap of AC and BC moved no compound on or off the hull. Their margins are another matter. BC and AB compete only with elements at their compositions, so their D equals their formation energy and moves by the linear law, from −0.800 to −1.150 and from −0.300 to −0.400 eV/atom. Their energy above hull stays zero.

Refit III, δ = (0, −0.20, 0) eV, has no component larger in magnitude than the corresponding one of yours, yet it crosses μ_B, the threshold of −0.100 eV (−0.003675 hartree). Pure B is (+1) AB + (−1) AC + (+1) BC, since (½, ½, 0) − (½, 0, ½) + (0, ½, ½) = (0, 1, 0). So t = min(0.60/1, 0.20/1) = 0.20, the trial mixture is 0.20 B + 0.40 AB + 0.40 AC, and

ΔD ≥ 0.20·(−0.100 + 0.20) = 0.020 eV/atom.

In this case the trial mixture is the one the numerical hull finds, so the bound is reached:

D′ = −0.410 − (0.20·0 + 0.40·(−0.200) + 0.40·(−1.000)) = 0.070 eV/atom,

or 0.002572 hartree/atom. The line AB–BC has given way to AC–B. AC′ sits over the corner AC of the broken facet and stays at 0.030 eV/atom, because AC is still on the hull. That is the corner case.

**Q.** So a refit can change things after all. What happens next to the elements?

**A.** There your belief is right. AC3 decomposes into 0.50 C + 0.50 AC, so D = −0.460 − 0.50·(−1.000) = 0.040 eV/atom. ABC3 decomposes into 0.20 C + 0.40 AC + 0.40 BC, so D = −0.660 − (0.40·(−1.000) + 0.40·(−0.800)) = 0.060 eV/atom. Both lie above the facet C–AC–BC, with μ = (−2.000, −1.600, 0.000) eV. Refit I raises C by 0.04 eV:

AC3: 0.040 − 0.50·0.04 = 0.020 eV/atom
ABC3: 0.060 − 0.20·0.04 = 0.052 eV/atom.

The slopes are −0.50 and −0.20, minus the weights of elemental C in the products; they are not set by the C content of the compounds. Refit III leaves both alone: B is not a product, and −0.20 ≥ −1.600.

For ABC3 the linear law ends when its competitor AC3 breaks the facet. AC3 does not compete with itself, so its own D falls linearly through zero. With C at height δ_C the plane has μ_C = δ_C, and holding AC and BC fixed gives μ_A = −2.000 − δ_C and μ_B = −1.600 − δ_C. The plane's height at AC3 is (μ_A + 3μ_C)/4 = −2.000/4 + δ_C/2, which reaches −0.460 at

δ_C = 0.040/0.50 = 0.080 eV (0.002940 hartree).

At A, B, AB and A2B2C the plane sinks as δ_C grows, AC′ keeps its gap over AC, and ABC3 is still above the plane, so AC3 is touched first and becomes stable. At that value AC, BC and AC3 share the plane and form an element-free facet that contains ABC3 as 0.20 AC + 0.40 BC + 0.40 AC3. Its potentials are those just found with δ_C = 0.080 eV, and refit II lies above all three, so by the rule for element-free facets ABC3 stays at the value it had reached:

D′ = 0.060 − 0.20·0.080 = 0.044 eV/atom (0.001617 hartree/atom).

The refitted energies give the same: −0.820 − (0.20·(−0.950) + 0.40·(−1.150) + 0.40·(−0.535)) = 0.044. On the way ABC3 drops below A2B2C, which does not move, at δ_C = (0.060 − 0.050)/0.20 = 0.050 eV, inside the linear range. Your refit did make one compound stable and did reorder two metastable ones, and both effects came through elemental C as a product.

**Q.** For a large table I cannot trace each facet. Is there a limit that holds regardless?

**A.** Yes. Let δ⁺ and δ⁻ have components max(δ_i, 0) and max(−δ_i, 0). In any mixture of composition x the elemental phase i cannot hold more atoms of i than are present, so 0 ≤ λ_i ≤ x_i. Use the old optimal mixture as a trial in the lifted picture:

G(x; δ) ≤ H(x) + Σ_i λ_i δ_i ≤ H(x) + x·δ⁺.

Use the new optimal mixture, with elemental weights λ_i′, as a trial in the old problem:

H(x) ≤ G(x; δ) − Σ_i λ_i′ δ_i ≤ G(x; δ) + x·δ⁻.

Since ΔD = H − G,

−x·δ⁺ ≤ ΔD ≤ x·δ⁻.

These are bounds and can be loose: for A2B2C in refit III the upper one is 0.4·0.20 eV/atom, four times the actual rise. With δ ≥ 0 the upper bound is zero, so raising references never destabilises a compound, and likewise lowering them never stabilises one. Also, each mixture's energy is affine in δ and G is the least of them. For the mixture optimal at the midpoint of two shifts, the energy is the mean of its energies at the ends, each at least G there, so G is concave and D is convex in δ. The slope of ABC3 rising from −0.20 to zero is an instance.

**Q.** Some schemes correct the compounds instead of the references, so many eV per anion. Is that covered?

**A.** Only if one linear function of composition is applied to all compounds. Give compound k a correction c_k per atom and the elements none. On a surviving facet the weights are unchanged, so

ΔD = c_p − Σ_k λ_k c_k.

If c_k = c·x_k for every compound, this is the refit with δ = −c, and on an element-free facet Σ_k λ_k c·x_k = c·x = c_p cancels. With −0.20 eV per C atom in all compounds, A2B2C stays at 0.050 eV/atom. If the correction depends on the class of compound, the cancellation is no longer guaranteed. Apply −0.05 eV per C atom to AC and AC′ alone, so that c_AC = −0.05/2 eV/atom. By the formulas above μ_A and μ_C fall by that amount and μ_B rises by it, remaining negative. The plane does not rise at AC3 or ABC3, and AC′ moves with AC, so the facet survives, and

D′ = 0.050 + 0 − 0.20·(−0.05/2) = 0.055 eV/atom,

with no element among the products. Corrections that depend on bonding or oxidation state are of this kind.

One more limit: all of this is for fixed composition. If element i is exchanged with a reservoir whose potential is specified relative to the reference, what matters is the potential measured from the new reference, which is the potential of the lifted plane minus δ. Even on a surviving element-free facet, where D does not move, this is μ − δ, so the reservoir conditions at which its phases exchange stability shift with the refit.

**Q.** How far has this been checked beyond the one model?

**A.** The numerical check builds random binary, ternary and quaternary systems, computes the hull geometrically from refitted formation energies, and compares it with an enumeration of mixtures and with predictions made from the unshifted facets. It asserts the agreement of total-energy and formation-energy hulls, the max(0, D) rule, the lifted picture, both bounds and convexity at the midpoint between no shift and the shift δ. It asserts no change in 571 cases of a surviving element-free facet, a rise of at least t(μ_i − δ_i) in 75 broken ones, and the linear law in 1788 cases of a surviving facet with elements. Compounds entered or left the hull 49 times in those systems. In the model, the thresholds −0.100, 0.080 and 0.050 eV are located by bisection on the geometric hull and asserted against the formulas. The selective correction is tested in the model only.

Calculated quantities

```
random tests: element-free facet kept 571, broken 75
random tests: element facet linear 1788, stability flips 49
total energy A = -4.00 eV/formula unit
total energy B = -6.00 eV/formula unit
total energy C = -5.00 eV/formula unit
total energy AB = -10.60 eV/formula unit
total energy AC = -11.00 eV/formula unit
total energy AC' = -10.94 eV/formula unit
total energy BC = -12.60 eV/formula unit
total energy AC3 = -20.84 eV/formula unit
total energy A2B2C = -27.45 eV/formula unit
total energy ABC3 = -28.30 eV/formula unit
refit I: delta A,B,C = +0.00 +0.00 +0.04 eV/atom
refit II: delta A,B,C = -0.30 +0.50 +0.20 eV/atom
refit III: delta A,B,C = +0.00 -0.20 +0.00 eV/atom
formation energy, eV/atom (none, I, II, III):
  AB     -0.300 -0.300 -0.400 -0.200
  AC     -1.000 -1.020 -0.950 -1.000
  AC'    -0.970 -0.990 -0.920 -0.970
  BC     -0.800 -0.820 -1.150 -0.700
  AC3    -0.460 -0.490 -0.535 -0.460
  A2B2C  -0.490 -0.498 -0.610 -0.410
  ABC3   -0.660 -0.684 -0.820 -0.620
energy above hull, eV/atom (none, I, II, III):
  AB     0.000 0.000 0.000 0.000
  AC     0.000 0.000 0.000 0.000
  AC'    0.030 0.030 0.030 0.030
  BC     0.000 0.000 0.000 0.000
  AC3    0.040 0.020 0.000 0.040
  A2B2C  0.050 0.050 0.050 0.070
  ABC3   0.060 0.052 0.044 0.060
products of A2B2C, refit none (atom fractions): 0.60 AB + 0.20 AC + 0.20 BC
products of A2B2C, refit II (atom fractions): 0.60 AB + 0.20 AC + 0.20 BC
products of A2B2C, refit III (atom fractions): 0.20 B + 0.40 AB + 0.40 AC
products of ABC3, refit none (atom fractions): 0.20 C + 0.40 AC + 0.40 BC
products of ABC3, refit II (atom fractions): 0.20 AC + 0.40 BC + 0.40 AC3
products of ABC3, refit III (atom fractions): 0.20 C + 0.40 AC + 0.40 BC
products of AC3, refit none (atom fractions): 0.50 C + 0.50 AC
products of AC3, refit II (atom fractions): 1.00 AC3
products of AC3, refit III (atom fractions): 0.50 C + 0.50 AC
mu A,B,C on facet under A2B2C = -0.500 -0.100 -1.500 eV/atom
mu A,B,C on facet under ABC3 = -2.000 -1.600 0.000 eV/atom
pure B on facet AB,AC,BC: a = +1.00 -1.00 +1.00 (dimensionless)
rise of A2B2C in refit III = 0.020 eV/atom, t = 0.20
delta_C where ABC3 passes A2B2C = 0.050 eV/atom
A2B2C above hull, -0.20 eV per C in all compounds: 0.050 eV/atom
A2B2C above hull, -0.05 eV per C in AC, AC' only: 0.055 eV/atom
hartree = 27.211386 eV
delta_B where facet AB-AC-BC breaks = -0.100 eV/atom = -0.003675 hartree/atom
delta_C where AC3 turns stable = 0.080 eV/atom = 0.002940 hartree/atom
A2B2C above hull, refit II = 0.050 eV/atom = 0.001837 hartree/atom
A2B2C above hull, refit III = 0.070 eV/atom = 0.002572 hartree/atom
ABC3 above hull, refit II = 0.044 eV/atom = 0.001617 hartree/atom
```
